# Muonic transition energies and the Barrett moment of the nuclear charge: verification in Python

```python
"""
Result under test: the muonic photon energy gap = E(2p3/2) - E(1s1/2) fixes,
for nuclear densities near a reference, the Barrett moment
    M = <r^k exp(-a r)>,
where A + B r^k exp(-a r) is fitted to D(r), the difference of the
electrostatic potentials generated by the muon in the two states.
The uniform ball with the same M has the equivalent radius R_k.

Symbols: Z nuclear charge; h half-density radius; d diffuseness; w central
depression of the nuclear density; P, Q large and small radial components;
kappa Dirac angular quantum number (negative here); V muon potential energy.
Internal units: hbar = e = muon mass = 1, so light speed is 1/alpha.
The nucleus is static; radiative and nuclear-polarization terms are omitted.
"""
import numpy as np
from numpy.polynomial import legendre
from scipy import constants
from scipy.integrate import quad, solve_ivp
from scipy.linalg import eigh
from scipy.optimize import brentq, minimize, minimize_scalar
from scipy.special import expit

pc = constants.physical_constants
mass_ratio = pc["muon-electron mass ratio"][0]
light = pc["inverse fine-structure constant"][0]
ANG = pc["Bohr radius"][0] * 1e10 / mass_ratio      # length unit in angstrom
EV = pc["Hartree energy in eV"][0] * mass_ratio     # energy unit in eV
small = 1e-5 / ANG                                  # 1e-5 angstrom
Z = 50
h0, d0 = 5.5 * small, 0.5 * small

# Radial grid: Gauss-Legendre panels with a spectral running integral
order = 12
node, node_weight = legendre.leggauss(order)
edges = np.concatenate([np.arange(0, 15) * small,
                        np.geomspace(15 * small, 2.0, 18)])
half = np.diff(edges) / 2
r = ((edges[:-1] + half)[:, None] + half[:, None] * node).ravel()
wt = (half[:, None] * node_weight).ravel()
running = np.zeros((order, order))
for n in range(order):
    unit = np.zeros(n + 1)
    unit[n] = 1
    projection = (2 * n + 1) / 2 * node_weight * legendre.legval(node, unit)
    running += np.outer(
        legendre.legval(node, legendre.legint(unit, lbnd=-1)), projection)


def cumulative(g):
    panels = g.reshape(-1, order)
    totals = half * (panels @ node_weight)
    start = np.concatenate([[0], np.cumsum(totals)[:-1]])
    return (start[:, None] + half[:, None] * (panels @ running.T)).ravel()


def potential(charge):
    """Potential of a spherical positive charge, charge = 4 pi r^2 density."""
    return cumulative(charge) / r + wt @ (charge / r) - cumulative(charge / r)


def fermi(h, d, w=0.0):
    charge = r**2 * (1 + w * (r / h)**2) * expit((h - r) / d)
    return charge / (wt @ charge)


def ball_potential(radius, s):
    return np.where(s < radius, -Z * (3 - (s / radius)**2) / (2 * radius),
                    -Z / s)


# Kinetically balanced Gaussian basis for the radial Dirac equation
exponents = 5.0 * 1.8**np.arange(18)
basis = {}
for kappa in (-1, -2, -3):
    p = r**(-kappa) * np.exp(-exponents[:, None] * r**2)
    p /= np.sqrt((p**2) @ wt)[:, None]
    q = -2 * exponents[:, None] * r * p / (2 * light)
    basis[kappa] = (p, q)


def dirac(kappa, V):
    p, q = basis[kappa]
    size = len(p)
    pp, qq = (p * wt) @ p.T, (q * wt) @ q.T
    pVp, qVq = (p * wt * V) @ p.T, (q * wt * V) @ q.T
    kinetic = 2 * light**2 * qq
    H = np.block([[pVp, kinetic], [kinetic, qVq - kinetic]])
    S = np.block([[pp, np.zeros_like(pp)], [np.zeros_like(pp), qq]])
    energy, vector = eigh(H, S)
    v = vector[:, size]                 # lowest electron-like state
    return energy[size], v[:size] @ p, v[size:] @ q


def states(V):
    return dirac(-1, V), dirac(-2, V)


def gap(V):
    s, pstate = states(V)
    return pstate[0] - s[0]


def product(one, two):
    """Normalized product density of two states with equal kappa."""
    g = one[1] * two[1] + one[2] * two[2]
    return g / (wt @ g)


def kernel(first, second):
    return (potential(product(first[0], second[0]))
            - potential(product(first[1], second[1])))


# Independent check of the Dirac energies: direct integration, uniform ball
def shooting_energy(kappa, guess, radius):
    l = -kappa - 1

    def mismatch(E):
        def slope(s, y):
            if s <= radius:
                v = -Z * (3 - (s / radius)**2) / (2 * radius)
            else:
                v = -Z / s
            return [-kappa * y[0] / s + (E - v + 2 * light**2) * y[1] / light,
                    kappa * y[1] / s - (E - v) * y[0] / light]
        s0, s1 = 1e-5, 1.2
        v0 = -1.5 * Z / radius
        decay = np.sqrt(-E * (2 + E / light**2))
        options = dict(method="DOP853", rtol=1e-10, atol=1e-13)
        inner = solve_ivp(slope, (s0, radius),
                          [1, -(E - v0) * s0 / (light * (2 * l + 3))],
                          **options).y[:, -1]
        outer = solve_ivp(slope, (s1, radius),
                          [1, -decay * light / (E + 2 * light**2)],
                          **options).y[:, -1]
        inner, outer = inner / np.hypot(*inner), outer / np.hypot(*outer)
        return inner[0] * outer[1] - inner[1] * outer[0]
    return brentq(mismatch, guess * 1.002, guess * 0.998, xtol=1e-9)


test_radius = 6.0 * small
ball_states = states(ball_potential(test_radius, r))
shoot = [shooting_energy(kap, st[0], test_radius)
         for kap, st in zip((-1, -2), ball_states)]
solver_error = max(abs(e - st[0]) for e, st in zip(shoot, ball_states)) * EV
assert solver_error < 10.0              # eV, on energies of several 1e6 eV

# Reference nucleus and muon-generated potential difference
rho0 = fermi(h0, d0)
ref = states(-Z * potential(rho0))
gap0 = ref[1][0] - ref[0][0]
D = kernel(ref, ref)
gap_point = light**2 * (np.sqrt(4 - (Z / light)**2) / 2
                        - np.sqrt(1 - (Z / light)**2))

# Central limit: D(0) - D(r) = (2 pi / 3) n_1s(0) r^2
i = order - 1
difference = product(ref[0], ref[0]) - product(ref[1], ref[1])
central_drop = wt @ (difference / r) - D[i]
central_law = product(ref[0], ref[0])[0] / r[0]**2 * r[i]**2 / 6
assert abs(central_drop / central_law - 1) < 0.03   # next order in r remains

# First-order law against re-solved energies
step = 1e-3
plus, minus = fermi(h0 * (1 + step), d0), fermi(h0 * (1 - step), d0)
gap_change = gap(-Z * potential(plus)) - gap(-Z * potential(minus))
first_order = Z * (wt @ ((plus - minus) * D))
assert abs(first_order / gap_change - 1) < 1e-4

# Exact finite-change identity, radius enlarged by ten percent
rho_big = fermi(1.1 * h0, d0)
big = states(-Z * potential(rho_big))
big_change = big[1][0] - big[0][0] - gap0
big_first = Z * (wt @ ((rho_big - rho0) * D))
big_exact = Z * (wt @ ((rho_big - rho0) * kernel(ref, big)))
assert abs(big_exact / big_change - 1) < 1e-6
assert abs(big_first / big_change - 1) > 1e-3


# Fit A + B r^k exp(-a r), weighted with the reference nuclear charge
def fit(k, a_scaled, target):
    x = r / h0
    shape = x**k * np.exp(-a_scaled * x)
    weight = wt * rho0
    ds = shape - weight @ shape
    dt = target - weight @ target
    slope = (weight @ (ds * dt)) / (weight @ ds**2)
    relative = np.sqrt(weight @ (dt - slope * ds)**2 / (weight @ dt**2))
    return relative, slope, weight @ target - slope * (weight @ shape)


best = minimize(lambda t: fit(t[0], t[1], D)[0], [2.2, 0.4],
                method="Nelder-Mead",
                options=dict(xatol=1e-9, fatol=1e-13, maxiter=3000))
k, a_scaled = best.x
misfit, B_scaled, A = fit(k, a_scaled, D)
a, B = a_scaled / h0, B_scaled / h0**k
misfit_square = fit(2.0, 0.0, D)[0]
power = minimize_scalar(lambda t: fit(t, 0.0, D)[0], bounds=(0.5, 4),
                        method="bounded")
assert a > 0 and B < 0
assert misfit < power.fun / 2 and misfit < misfit_square / 5


def f(s):
    return s**k * np.exp(-a * s)


def ball_moment(radius):
    return quad(lambda x: 3 * x**2 * f(radius * x), 0, 1, epsabs=0,
                epsrel=1e-11)[0]


def equivalent_radius(moment):
    return brentq(lambda s: ball_moment(s) - moment, 0.5 * h0, 2 * h0,
                  xtol=1e-14)


def rms_radius(rho):
    return np.sqrt(5 / 3 * (wt @ (rho * r**2)))


M0 = wt @ (rho0 * f(r))
R0 = equivalent_radius(M0)
assert R0 < k / a
dR_dM = R0 / (3 * (f(R0) - M0))
sensitivity = dR_dM / (Z * B)
direct = (equivalent_radius(wt @ (plus * f(r)))
          - equivalent_radius(wt @ (minus * f(r)))) / gap_change
assert abs(sensitivity / direct - 1) < 0.01         # fit residual remains

# A different transition has a different kernel
d_state = dirac(-3, -Z * potential(rho0))
D_32 = (potential(product(ref[1], ref[1]))
        - potential(product(d_state, d_state)))
other = minimize_scalar(lambda t: fit(t, a_scaled, D_32)[0], bounds=(1, 7),
                        method="bounded")
assert other.x > k + 0.5

# Rival nuclear shapes tuned to the same photon energy
rivals = [("sharper surface", 0.4 * small, 0.0),
          ("softer surface", 0.6 * small, 0.0),
          ("central depression", d0, 0.2)]
rows = [("reference", h0, rms_radius(rho0), R0)]
parts = []
eta = D - A - B * f(r)
for name, d, w in rivals:
    h = brentq(lambda s: gap(-Z * potential(fermi(s, d, w))) - gap0,
               0.85 * h0, 1.15 * h0, xtol=1e-13)
    rho = fermi(h, d, w)
    new = states(-Z * potential(rho))
    Rk = equivalent_radius(wt @ (rho * f(r)))
    rows.append((name, h, rms_radius(rho), Rk))
    change = rho - rho0
    fit_part = -dR_dM / B * (wt @ (change * eta))
    response = -dR_dM / B * (wt @ (change * (kernel(ref, new) - D)))
    assert abs(fit_part + response - (Rk - R0)) < 1e-5 * small
    parts.append((name, fit_part, response, Rk - R0))
R_ball = brentq(lambda s: gap(ball_potential(s, r)) - gap0,
                0.95 * h0, 1.25 * h0, xtol=1e-13)
rows.append(("uniform ball", R_ball, R_ball, R_ball))
spread_rms = np.ptp([row[2] for row in rows])
spread_k = np.ptp([row[3] for row in rows])
assert spread_k < 0.3 * spread_rms

print(f"nuclear charge Z = {Z}")
print(f"half-density radius h = {h0 * ANG:.4e} angstrom")
print(f"diffuseness d = {d0 * ANG:.4e} angstrom")
print(f"muon/electron mass ratio = {mass_ratio:.4f}")
print(f"ball test: largest solver difference = {solver_error:.2e} eV")
print(f"E(1s1/2) = {ref[0][0] * EV:.6e} eV")
print(f"E(2p3/2) = {ref[1][0] * EV:.6e} eV")
print(f"photon energy = {gap0 * EV:.6e} eV")
print(f"photon energy, point nucleus = {gap_point * EV:.6e} eV")
print(f"central drop / quadratic law = {central_drop / central_law:.4f}"
      f" at r = {r[i] * ANG:.3e} angstrom")
print(f"h +-0.1%: energy difference, solved = {gap_change * EV:.3f} eV")
print(f"h +-0.1%: energy difference, first order = {first_order * EV:.3f} eV")
print(f"h +10%: energy change, solved = {big_change * EV:.2f} eV")
print(f"h +10%: energy change, first order = {big_first * EV:.2f} eV")
print(f"h +10%: energy change, exact kernel = {big_exact * EV:.2f} eV")
print(f"fitted k = {k:.4f}")
print(f"fitted a = {a / ANG:.4e} 1/angstrom")
print(f"fitted A = {A * EV:.5e} eV")
print(f"fitted B = {B * EV / ANG**k:.5e} eV/angstrom^k")
print(f"relative rms misfit, Barrett form = {misfit:.2e}")
print(f"relative rms misfit, free power = {power.fun:.2e}"
      f" (power {power.x:.4f})")
print(f"relative rms misfit, r^2 = {misfit_square:.2e}")
for target in (2, 4, 6, 8):
    j = np.argmin(abs(r - target * small))
    print(f"r = {r[j] * ANG:.4e} angstrom: D = {D[j] * EV:.1f} eV,"
          f" fit = {(A + B * f(r[j])) * EV:.1f} eV")
print(f"Barrett moment M = {M0 * ANG**k:.5e} angstrom^k")
print(f"equivalent radius R_k = {R0 * ANG:.5e} angstrom")
print(f"dR_k/dE, formula = {sensitivity * ANG / EV:.4e} angstrom/eV")
print(f"dR_k/dE, direct = {direct * ANG / EV:.4e} angstrom/eV")
print(f"3d5/2-2p3/2 at the same a: k = {other.x:.4f},"
      f" relative misfit = {other.fun:.2e}")
print("same photon energy: size parameter, rms-equivalent, R_k (angstrom)")
for name, size, Rrms, Rk in rows:
    print(f"  {name}: {size * ANG:.5e}, {Rrms * ANG:.5e}, {Rk * ANG:.5e}")
print("shift of R_k: fit part, response part, total (angstrom)")
for name, one, two, total in parts:
    print(f"  {name}: {one * ANG:.2e}, {two * ANG:.2e}, {total * ANG:.2e}")
print(f"spread of rms-equivalent radius = {spread_rms * ANG:.3e} angstrom")
print(f"spread of R_k = {spread_k * ANG:.3e} angstrom")
print(f"ratio of spreads = {spread_k / spread_rms:.4f}")
print("done: every assertion held")
```

It prints:

```
nuclear charge Z = 50
half-density radius h = 5.5000e-05 angstrom
diffuseness d = 5.0000e-06 angstrom
muon/electron mass ratio = 206.7683
ball test: largest solver difference = 7.33e-01 eV
E(1s1/2) = -5.190985e+06 eV
E(2p3/2) = -1.760404e+06 eV
photon energy = 3.430581e+06 eV
photon energy, point nucleus = 5.511007e+06 eV
central drop / quadratic law = 0.9923 at r = 9.908e-06 angstrom
h +-0.1%: energy difference, solved = -3028.308 eV
h +-0.1%: energy difference, first order = -3028.308 eV
h +10%: energy change, solved = -147987.44 eV
h +10%: energy change, first order = -154470.63 eV
h +10%: energy change, exact kernel = -147987.44 eV
fitted k = 2.2684
fitted a = 1.2001e+04 1/angstrom
fitted A = 1.23996e+05 eV
fitted B = -2.61684e+14 eV/angstrom^k
relative rms misfit, Barrett form = 1.06e-03
relative rms misfit, free power = 3.39e-02 (power 1.4487)
relative rms misfit, r^2 = 1.22e-01
r = 1.9908e-05 angstrom: D = 119506.0 eV, fit = 119525.4 eV
r = 3.9908e-05 angstrom: D = 106971.3 eV, fit = 106963.1 eV
r = 5.9908e-05 angstrom: D = 90317.1 eV, fit = 90325.1 eV
r = 7.9908e-05 angstrom: D = 73115.7 eV, fit = 73085.6 eV
Barrett moment M = 8.17023e-11 angstrom^k
equivalent radius R_k = 5.95257e-05 angstrom
dR_k/dE, formula = -3.3185e-11 angstrom/eV
dR_k/dE, direct = -3.3179e-11 angstrom/eV
3d5/2-2p3/2 at the same a: k = 4.1537, relative misfit = 3.67e-03
same photon energy: size parameter, rms-equivalent, R_k (angstrom)
  reference: 5.50000e-05, 6.00061e-05, 5.95257e-05
  sharper surface: 5.66658e-05, 5.98287e-05, 5.95257e-05
  softer surface: 5.29023e-05, 6.02303e-05, 5.95267e-05
  central depression: 5.37206e-05, 5.99880e-05, 5.95259e-05
  uniform ball: 5.95279e-05, 5.95279e-05, 5.95279e-05
shift of R_k: fit part, response part, total (angstrom)
  sharper surface: -4.57e-10, 4.39e-10, -1.77e-11
  softer surface: 3.84e-10, 6.25e-10, 1.01e-09
  central depression: 2.01e-10, 2.86e-11, 2.29e-10
spread of rms-equivalent radius = 7.025e-07 angstrom
spread of R_k = 2.190e-09 angstrom
ratio of spreads = 0.0031
done: every assertion held
```
